# Maximum-power voltage of a narrowband thermophotovoltaic cell in the Boltzmann limit

## The situation

A hot emitter faces a photovoltaic cell. The emitter is built to radiate strongly in one narrow band of photon energies just above the band gap of the cell, and weakly elsewhere. The cell turns the absorbed photons into current, but it also radiates back, and it does so more strongly as its voltage rises. At zero voltage the current is largest and the power is zero. At open circuit the voltage is largest and the power is again zero. We want the voltage between these ends at which the power is greatest, expressed through the open-circuit voltage, which is easily measured.

The answer, derived below, is

$$V_{mp}=\frac{kT_c}{e}\left[W\!\left(e^{1+u}\right)-1\right],\qquad u=\frac{eV_{oc}}{kT_c}.$$

Here $T_c$ is the cell temperature, $e$ in the prefactor is the elementary charge, and $W$ is the Lambert function, defined by $W(q)e^{W(q)}=q$. For $q>0$ it has a single real value.

## Detailed balance for one photon energy

Let the emitter have temperature $T_h>T_c$ and let the exchanged photons have energy $E$, at or above the gap. We assume that

- all photons leaving one body in the band reach the other and are absorbed there;
- each photon absorbed by the cell moves one electron through the circuit, and each photon emitted by the cell costs one;
- the cell's electrons and holes have a uniform quasi-Fermi splitting $eV$, so that its photons carry the chemical potential $eV$;
- there is no other recombination and no series resistance.

Define $x=E/kT_c$, $x_h=E/kT_h$ and $v=eV/kT_c$. If $G$ is the number of photon modes crossing unit area per unit time in the band, the delivered current density is

$$J=eG\left[\frac{1}{e^{x_h}-1}-\frac{1}{e^{x-v}-1}\right].$$

At open circuit $J=0$, so the two occupations are equal. This requires $x-v=x_h$, and therefore

$$u=x-x_h,\qquad eV_{oc}=E\left(1-\frac{T_c}{T_h}\right).$$

The open-circuit voltage of a line is the photon energy times the Carnot factor $\eta_C=1-T_c/T_h$. No Boltzmann approximation was needed for this.

## The Boltzmann limit

Since $1/(e^{q}-1)=e^{-q}/(1-e^{-q})$, replacing the occupation by $e^{-q}$ makes a relative error of order $e^{-q}$. Both occupations are then simple exponentials:

$$J=eG\left[e^{-x_h}-e^{v-x}\right]=eG\,e^{-x_h}\left[1-e^{v-x+x_h}\right]=J_h\left[1-e^{v-u}\right].$$

Here $J_h=eGe^{-x_h}$ is the current that the emitter's photons alone would give. The cell's occupation grows with voltage and reaches $e^{-x_h}$ at open circuit, so the condition over the whole range $0<V<V_{oc}$ is $e^{-E/kT_h}\ll1$.

## The maximum

The power density is

$$P=VJ=\frac{kT_c}{e}J_h\,v\left[1-e^{v-u}\right].$$

It vanishes at $v=0$ and $v=u$ and is positive between them. The derivative of $v[1-e^{v-u}]$ is

$$1-e^{v-u}-v\,e^{v-u}=1-(1+v)e^{v-u}.$$

Setting it to zero gives

$$(1+v)\,e^{v}=e^{u}.$$

To reach the form $We^W$, the factor and the exponent must contain the same quantity. Multiplying both sides by the number $e^1$ achieves this:

$$(1+v)\,e^{1+v}=e^{1+u}\quad\Rightarrow\quad 1+v=W\!\left(e^{1+u}\right).$$

Subtracting one and multiplying by $kT_c/e$ gives the stated voltage. The second derivative is $-(2+v)e^{v-u}$, negative for all $v>0$, so this is the one maximum in the interval.

## What the condition says

The logarithm of $(1+v)e^v=e^u$ gives

$$v=u-\ln(1+v),\qquad V_{mp}=V_{oc}-\frac{kT_c}{e}\ln\!\left(1+\frac{eV_{mp}}{kT_c}\right).$$

The cell is held below open circuit by $\ln(1+v)$ thermal voltages, which is about three when $v\approx20$ and less than one when $u$ is small. At this point $e^{v-u}=1/(1+v)$, so the fraction $1/(1+v)$ of the emitter's photon current is returned as light. Hence

$$J_{mp}=J_h\frac{v}{1+v},\qquad P_{max}=\frac{kT_c}{e}J_h\frac{v^2}{1+v}.$$

For a line, each net photon takes the energy $E$ from the emitter and delivers the work $eV$. The efficiency, counted against the net radiative heat in the band, is $eV/E$. With $E=eV_{oc}/\eta_C$ this becomes, at maximum power,

$$\eta_{mp}=\eta_C\,\frac{v}{u}.$$

The efficiency of this ideal line would continue to rise towards $\eta_C$ as $V\to V_{oc}$, but the power would fall to zero.

## Two limits

**Small $u$.** This is the case of nearly equal temperatures, with $E(\,1-T_c/T_h)\ll kT_c$ while $E\gg kT_h$ still holds. Expand the logarithm in $v+\ln(1+v)=u$:

$$2v-\frac{v^2}{2}+\dots=u.$$

The first order gives $v=u/2$. Insert $v=u/2+cu^2$ and collect terms in $u^2$: $2c-1/8=0$, so $c=1/16$ and

$$v\approx\frac u2+\frac{u^2}{16}.$$

To lowest order the current is linear in voltage, $J\approx J_h(u-v)$, and the best voltage is half the open-circuit value, as for any linear source. The efficiency is then $\eta_C/2$.

**Large $u$.** Put $w=1+v$ and $z=1+u$. The condition reads $w=z-\ln w$. Starting from $w\approx z$ and inserting each estimate on the right gives first $w\approx z-\ln z$, and then

$$w\approx z-\ln(z-\ln z)=z-\ln z-\ln\!\left(1-\frac{\ln z}{z}\right)\approx z-\ln z+\frac{\ln z}{z}.$$

Therefore

$$v\approx u-\ln(1+u)+\frac{\ln(1+u)}{1+u}.$$

The ratio $v/u$ tends to one, but only slowly, because the deficit is about $(\ln u)/u$.

## What the narrow band is needed for

The maximization used the form $J\propto1-e^{v-u}$ and nothing about the spectrum. Suppose the cell absorbs any above-gap spectrum, giving a current $J_h$, and emits $J_{c0}e^{v}$ in return. Add a nonradiative loss $R_0(e^v-1)$. Then

$$J=J_h-J_{c0}e^v-R_0(e^v-1)=(J_h+R_0)-(J_{c0}+R_0)e^v.$$

At open circuit $e^u=(J_h+R_0)/(J_{c0}+R_0)$, so $J=(J_h+R_0)(1-e^{v-u})$. The Lambert formula holds again, provided $V_{oc}$ is the actual open-circuit voltage. The narrow band is needed for $eV_{oc}=\eta_CE$ and for $\eta=eV/E$.

Let $Y=J_{c0}/(J_{c0}+R_0)$ be the luminescence yield, the share of recombination that leaves as light. When $R_0\ll J_h$, the loss changes $u$ by $\ln Y$, with temperatures and spectrum held fixed.

The form fails when the loss has another slope. For a dominant loss proportional to $e^{v/m}$, $J=J_h[1-e^{(v-u)/m}]$, and stationarity gives

$$\left(1+\frac vm\right)e^{v/m}=e^{u/m},\qquad v=m\left[W\!\left(e^{1+u/m}\right)-1\right].$$

Auger recombination at high injection is such a case. Electron and hole densities are equal and, as long as both are nondegenerate, their product grows as $e^v$, so each grows as $e^{v/2}$. The rate involves three carriers and grows as $e^{3v/2}$, which means $m=2/3$.

## A band of finite width

Let the band have centre $E_0$, width $D$ and unit emissivity. The mode rate is proportional to $E^2$. With $b_c=1/kT_c$ and $b_h=1/kT_h$, the Boltzmann open-circuit condition is

$$u=\ln\frac{\int E^2e^{-b_hE}\,dE}{\int E^2e^{-b_cE}\,dE}.$$

Write $E=E_0+\varepsilon$. Over a flat band $\langle\varepsilon^2\rangle=D^2/12$. The weight $E^2\propto1+2\varepsilon/E_0+\dots$ shifts the mean of $\varepsilon$ to $(2/E_0)(D^2/12)=D^2/(6E_0)$. To second order in $D$, the logarithm of the average of $e^{-b\varepsilon}$ is minus $b$ times the mean, plus $b^2/2$ times the variance:

$$\ln\langle e^{-b\varepsilon}\rangle\approx-\frac{bD^2}{6E_0}+\frac{b^2D^2}{24}.$$

Subtracting the cell's expression from the emitter's, and using $b_c^2-b_h^2=(b_c-b_h)(b_c+b_h)$, we find

$$u\approx(b_c-b_h)\left[E_0+\frac{D^2}{6E_0}-\frac{(b_c+b_h)D^2}{24}\right].$$

The last term lowers the voltage: the colder body's emission is weighted more towards the lower edge of the band, where the open-circuit voltage of a line is smaller.

## The first correction to the Boltzmann limit

For a line put $y=e^{-x_h}$ and $s=e^{v-u}$. To second order in $y$ the occupations are $y+y^2$ for the emitter and $ys+y^2s^2$ for the cell. Since $ds/dv=s$, stationarity of $v$ times their difference, divided by $y$, reads

$$1+y=s+ys^2+v\left(s+2ys^2\right).$$

Let $v_0$ be the Boltzmann solution, with $s_0=1/(1+v_0)$, and set $v=v_0+\delta$, so that $s\approx s_0(1+\delta)$. To first order

$$(1+v)s\approx1+\delta\,\frac{2+v_0}{1+v_0}.$$

The terms in $y$ then give

$$\delta\,\frac{2+v_0}{1+v_0}=y\left[1-\frac{1+2v_0}{(1+v_0)^2}\right]=\frac{y\,v_0^2}{(1+v_0)^2},\qquad \delta=\frac{y\,v_0^2}{(1+v_0)(2+v_0)}.$$

At fixed $V_{oc}$ the correction is positive and, to this order, smaller than $y$.

In a band the same equation holds with $y$ replaced by $a$, the cell's Boltzmann occupation at open circuit averaged over the photons it emits. The reason is that the cell's emission is then proportional to $s+as^2$, and the emitter's current, equal to it at $s=1$, to $1+a$. The occupation at the lower band edge must be small, and at open circuit it exceeds the emitter's occupation there.

## Worked example

Take rough values for a far-field converter with a low-gap cell and an idealized emitter: gap 0.74 eV, band from 0.74 to 0.79 eV, $T_h=1500$ K and $T_c=300$ K. The thermal voltage is 25.852 mV and the Carnot factor is 0.80.

**As a line** at the centre, 0.765 eV,

$$V_{oc}=0.80\times0.765=0.612\ \text{V},\qquad u=\frac{0.6120}{0.025852}=23.67.$$

The Lambert function gives $W(e^{24.67})=21.60$, so $v=20.60$ and $V_{mp}=20.60\times0.025852=0.533$ V. The large-$u$ expansion gives $23.673-3.206+0.130=20.597$, within 0.1 mV of this. The efficiency is $0.5326/0.765=69.6\%$.

**As a band**, the width formula gives

$$V_{oc}=0.80\,(0.7650+0.0005-0.0048)=0.6086\ \text{V}.$$

Quadrature with full Bose occupations gives the same four digits. With $u=23.54$ the Lambert formula gives $V_{mp}=0.5294$ V, and direct maximization of the Bose power also gives 0.5294 V. The mean occupation is $a=0.0035$, for which the predicted Bose shift is 0.08 mV.

The emitter's photon current, from

$$J_h=e\,\frac{2\pi}{h^3c^2}\int\frac{E^2\,dE}{e^{E/kT_h}-1},$$

is 1.253 A/cm². With $v=0.5294/0.025852=20.48$,

$$P_{max}=0.025852\times1.2527\times\frac{20.48^2}{21.48}=0.632\ \text{W/cm}^2.$$

The Bose calculation gives the same value to three digits. The net heat taken from the emitter is 0.913 W/cm², so the efficiency is $0.6323/0.9128=69.3\%$.

## Beside a real converter

The assumed band is an idealization, with unit emissivity inside it and no exchange outside it. Real devices break several assumptions, and their effects can be sized one at a time, with the other settings held fixed.

- **Out-of-band exchange.** A full blackbody at 1500 K emits 28.7 W/cm², so even 2% exchange outside the band adds about 0.55 W/cm² of heat. The efficiency falls from 69.3% to 46.0%. The power rises slightly, to 0.674 W/cm², because some of the added photons lie above the gap. $V_{mp}$ changes by only 1.4 mV.
- **Nonradiative recombination.** For a yield of 5%, $(kT_c/e)\ln0.05=-77$ mV, and $V_{oc}$ falls to 0.531 V. $V_{mp}$ falls to 0.456 V and the efficiency to 56.6%. The Lambert formula still applies with the new $V_{oc}$, because this loss is taken proportional to $e^v-1$. Recombination in the depletion region of a real cell often has a slope nearer $m=2$, and the best voltage then lies lower for the same $V_{oc}$.
- **Series resistance.** With 0.02 Ω cm² the best terminal voltage is 0.508 V, about 22 mV below the ideal value, and the power is 0.604 W/cm². Here the formula itself fails for the terminal voltage.
- **Cell heating.** At 330 K, with the gap held fixed, $V_{mp}$ is 0.510 V and the power 0.605 W/cm². In a real cell the gap also changes with temperature.
- **Auger slope.** With $m=2/3$ and $V_{oc}$ held at 0.6086 V, $V_{mp}$ would be 0.5485 V, 19 mV above the original formula. This slope requires the injected carriers to outnumber the dopants. For a typical 0.74 eV material, their density at high injection is a few times $10^{16}$ cm⁻³ at this voltage and about $10^{17}$ cm⁻³ at open circuit. The second value is about half the conduction-band effective density of states of such a material, roughly $2\times10^{17}$ cm⁻³, so the electrons are no longer fully nondegenerate and $m=2/3$ is only approximate. With Fermi–Dirac statistics and a constant Auger coefficient, the slope at open circuit is nearer $m\approx0.72$ and the rise of $V_{mp}$ nearer 17 mV. In a cell doped well above $10^{17}$ cm⁻³, $m$ is close to one up to open circuit and the original formula holds. A real Auger loss would also lower $V_{oc}$.

The first three together give $V_{mp}=0.435$ V, 0.544 W/cm² and an efficiency of 36.1%, about half the ideal value. For these numbers, out-of-band exchange costs the most efficiency and nonradiative recombination the most voltage. At the ideal maximum-power point the quasi-Fermi splitting lies $8.15\,kT_c$ below the gap, so the cell's photon occupation is small; whether one carrier type is degenerate depends on the doping, which this model does not contain. The full set of values is in the numerical output.

## Computed values

```
Emitter temperature: 1500 K
Cell temperature: 300 K
Cell gap and lower band edge: 0.74 eV
Upper band edge: 0.79 eV
Band centre: 0.765 eV
Band width: 0.050 eV
Thermal voltage of cell kTc/e: 25.852 mV
Line: Voc: 0.6120 V
Line: u: 23.6732 (dimensionless)
Line: W(exp(1+u)): 21.6005 (dimensionless)
Line: Vmp from formula: 0.5326 V
Line: Vmp from Bose maximization: 0.5326 V
Line: exp(-E/kTh): 0.00269 (dimensionless)
Line: predicted Bose shift of Vmp: 0.0604 mV
Carnot efficiency: 80.00 %
Line: efficiency at maximum power: 69.62 %
Band: Voc from Bose quadrature: 0.6086 V
Band: Voc from width expansion: 0.6086 V
Band: u: 23.5432 (dimensionless)
Band: Vmp from formula: 0.5294 V
Band: Vmp from Bose maximization: 0.5294 V
Band: cell occupation at lower edge, Voc: 0.00621 (dimensionless)
Band: mean cell occupation a at Voc: 0.00350 (dimensionless)
Band: predicted Bose shift of Vmp: 0.0787 mV
Band: emitter photon current Jh: 1.2527 A/cm2
Band: current at maximum power: 1.1944 A/cm2
Band: maximum power, Bose: 0.6323 W/cm2
Band: maximum power, formula: 0.6322 W/cm2
Band: net heat from emitter: 0.9128 W/cm2
Band: efficiency: 69.28 %
Gap minus eVmp, over kTc: 8.15 (dimensionless)
Full blackbody emission at Th: 28.71 W/cm2
Assumed out-of-band exchange: 2.0 %
With leak: Vmp: 0.5308 V
With leak: power: 0.6737 W/cm2
With leak: net heat from emitter: 1.4642 W/cm2
With leak: efficiency: 46.01 %
Assumed luminescence yield: 5.0 %
With nonradiative loss: Voc: 0.5313 V
With nonradiative loss: Vmp: 0.4557 V
With nonradiative loss: power: 0.5402 W/cm2
With nonradiative loss: efficiency: 56.60 %
Assumed series resistance: 0.020 ohm cm2
With resistance: terminal Vmp: 0.5078 V
With resistance: power: 0.6039 W/cm2
Warm cell temperature: 330 K
Warm cell: Vmp: 0.5101 V
Warm cell: power: 0.6053 W/cm2
Auger slope m=2/3, same Voc: Vmp: 0.5485 V
Leak+nonradiative+resistance: Vmp: 0.4348 V
Leak+nonradiative+resistance: power: 0.5443 W/cm2
Leak+nonradiative+resistance: efficiency: 36.10 %
```
